# Why a symmetric charged supercell can miss a small polaron

## Two sites: a force that vanishes by symmetry

Let one carrier hop between two equivalent sites with matrix element $-\tau$. The bonds around site $i$ can stretch by $u_i$, at elastic cost $\tfrac12Ku_i^2$, and a stretch lowers the carrier's energy on that site by $gu_i$. The ions are classical. Write $s=u_1+u_2$ and $d=u_1-u_2$. The elastic energy is $\tfrac14K(s^2+d^2)$, the mean site energy is $-gs/2$, and the site energies differ by $gd$. The lower eigenvalue of the two-level problem gives

$$E=\frac{K s^2}{4}-\frac{gs}{2}+\frac{K d^2}{4}-\sqrt{\tau^2+\frac{g^2d^2}{4}} .$$

The part in $s$ settles at $s=g/K$ and plays no further role. The part in $d$ is even, so its slope at $d=0$ is zero whatever the parameters. For small $d$ the root is $\tau+g^2d^2/(8\tau)$. With the relaxation energy $E_r=g^2/2K$,

$$E_d\simeq-\tau+\frac{K d^2}{4}\left(1-\frac{E_r}{\tau}\right).$$

For $E_r>\tau$ the symmetric point is a maximum along $d$. To find the minimum, put $x=gd/2$, so that $E_d=x^2/(2E_r)-\sqrt{\tau^2+x^2}$. For $x\ne0$ the slope vanishes when $\sqrt{\tau^2+x^2}=E_r$. There

$$E_d=\frac{E_r^2-\tau^2}{2E_r}-E_r=-\tau-\frac{(E_r-\tau)^2}{2E_r}.$$

The localized state is lower, yet a relaxation started at $d=0$ never moves towards it. Here any small asymmetry is enough to start the fall. In a three-dimensional crystal it often is not.

## The crystal model

Take a periodic simple cubic cell of $N=L^3$ sites with spacing $a$, one carrier, and real amplitudes $\psi_i$ with $n_i=\psi_i^2$ and $\sum_i n_i=1$:

$$E=-t\sum_{\langle ij\rangle}\psi_i\psi_j+\sum_i\left(\frac K2u_i^2-gu_in_i-\frac A2n_i^2\right).$$

The first sum counts each neighbour pair in both orders. Carrier energies are counted upward, for holes as well as electrons. $A$ is the net self-term of the density functional: $A<0$ represents delocalization error, and $A=0$ a functional with none. Until density seeds are discussed, $A=0$.

The carrier energy is stationary with respect to $\psi$ at fixed norm, so its change through $\psi$ drops out of the force:

$$F_i=-\frac{\partial E}{\partial u_i}=gn_i-Ku_i .$$

Let $P$ be a symmetry operation of the crystal. Since $E(Pu)=E(u)$, the forces obey $F(Pu)=PF(u)$. If the distortion is symmetric, $Pu=u$, then $F=PF$: the force has no symmetry-breaking part. This requires a non-degenerate occupied state. With a degenerate band edge, the choice of orbital may itself break the symmetry.

From the perfect crystal the density is therefore uniform, $n_i=1/N$, and the force vanishes at $u_i=g/(KN)$. The energy there is

$$E_{\rm deloc}=-6t+\frac{g^2}{2KN}-\frac{g^2}{KN}=-6t-\frac{E_r}{N}.$$

## Saddle or hidden minimum?

Add a small distortion $w_i$ with $\sum_iw_i=0$. Its first-order energy vanishes, because both the density and the existing stretch are uniform. Define $W_q=N^{-1/2}\sum_iw_ie^{-iq\cdot r_i}$, so that $\sum_iw_i^2=\sum_q|W_q|^2$. The perturbation $-gw_i$ couples the uniform state to the band state $q$ by

$$\langle q|V|0\rangle=-\frac gN\sum_iw_ie^{-iq\cdot r_i}=-\frac{gW_q}{\sqrt N}.$$

Second-order perturbation theory, with $\Delta_q$ the energy of band state $q$ above the band minimum, gives

$$\delta E=\sum_{q\ne0}|W_q|^2\left(\frac K2-\frac{g^2}{N\Delta_q}\right)
=\frac12\sum_{q\neq0}K_q|W_q|^2 .$$

Inserting $g^2=2KE_r$,

$$K_q=K\left(1-\frac{4E_r}{N\Delta_q}\right).$$

The delocalized state is a local minimum if $N\Delta_{\min}>4E_r$, where $\Delta_{\min}=2t[1-\cos(2\pi/L)]$. For two sites, $N=2$ and $\Delta=2\tau$ return the earlier factor $1-E_r/\tau$.

For large $L$, $\Delta_{\min}\simeq4\pi^2t/L^2$. In three dimensions $N\Delta_{\min}\simeq4\pi^2tL$ grows with the cell, so a large cell has a local minimum. In a chain, $N=L$ and $N\Delta_{\min}\simeq4\pi^2t/L$ falls, so a long chain has a saddle.

The same contrast appears in real space. Contract the carrier into a packet $\psi\propto e^{-r^2/2R^2}$ with $R\gg a$. Near its minimum the band energy is $ta^2q^2$, and $\nabla\psi=-\mathbf r\psi/R^2$. With $\langle r^2\rangle=3R^2/2$, the kinetic cost is

$$ta^2\frac{\langle r^2\rangle}{R^4}=\frac{3ta^2}{2R^2}.$$

Relaxed ions have $u_i=gn_i/K$ and contribute $-E_r\sum_in_i^2$. For the normalized Gaussian density $\rho=(\pi R^2)^{-3/2}e^{-r^2/R^2}$, the gain is

$$E_ra^3\int\rho^2\,d^3r=\frac{E_ra^3}{(\pi R^2)^3}\left(\frac{\pi R^2}{2}\right)^{3/2}=\frac{E_ra^3}{(2\pi)^{3/2}R^3}.$$

At large $R$ the cost, of order $R^{-2}$, exceeds the gain, of order $R^{-3}$. The energy first rises as the packet shrinks. In one dimension the gain falls as $R^{-1}$ and wins at large $R$, so this barrier is absent.

## Energy of the state that is missed

Put the carrier on one site. The best stretch is $g/K$, and the energy is $g^2/2K-g^2/K=-E_r$. The occupied site lies $g^2/K=2E_r$ below its six neighbours, so virtual hops add $-6t^2/(2E_r)$:

$$E_{\rm pol}\simeq-E_r-\frac{3t^2}{E_r}\qquad(t\ll E_r).$$

Readjusting the stretches changes this only at order $t^4$: the density transferred, and hence the leftover force, is of order $t^2$, and the energy released is quadratic in that force.

Take $t=0.15$ eV, $a=0.30$ nm, $K=7000$ eV/nm² and $g=140$ eV/nm. Then $E_r=140^2/14000=1.40$ eV and $g/K=0.020$ nm. The estimate is $-1.40-0.048=-1.448$ eV; full relaxation of the $4\times4\times4$ cell gives $-1.449$ eV, with 98% of the carrier on one site. The delocalized energy is $-0.90-1.40/64=-0.922$ eV. The trapping energy, the difference between the two, is 0.53 eV.

## Which starts find it?

The stability limit is $4E_r=5.6$ eV. In the $2\times2\times2$ cell, $N\Delta_{\min}=8\times0.60=4.8$ eV, so the lowest curvature is $K(1-5.6/4.8)=-0.17K$. The symmetric start stops at this saddle, at $-1.075$ eV. Random stretches with standard deviation 0.001 nm lead to a polaron at $-1.500$ eV.

In the $4\times4\times4$ cell, $N\Delta_{\min}=64\times0.30=19.2$ eV and the lowest curvature is $+0.71K$. The same parameters now give:

| Start in the $4\times4\times4$ cell, $A=0$ | Largest $n_i$ at the end |
|---|---:|
| Perfect symmetry | 0.016 |
| Random stretches, 0.001 nm, five runs | 0.016 in each |
| One site stretched by 0.020 nm | 0.98 |

Switching symmetry off and rattling the atoms by 0.001 nm cured the small cell and failed in the larger one. The size of the rattle matters. In the $4\times4\times4$ cell, a standard deviation of 0.003 nm found the polaron in more than half of the runs tried, and 0.005 nm found it in nearly all. A larger rattle is more likely to make a deep enough well somewhere, but it does not choose the site.

The pass between the two states is found by holding one stretch, relaxing all the others, and seeking the value at which the held force vanishes. This occurs at 0.0045 nm, with $n=0.225$ on that site: $gn$ and $Ku$ are then both 31.5 eV/nm. The point has one negative curvature, as a pass must, and lies 0.032 eV above the delocalized state.

With all other stretches initially zero, the smallest successful single-site seed is 0.0044 nm. That value belongs to a relaxation in which each step moves the ions to zero force at the current density. It need not equal the stretch at the pass, because the surface dividing the two basins depends on the other stretches too.

A $6\times6\times6$ cell gives a trapping energy of 0.54 eV and a barrier of 0.048 eV. The rise in trapping energy, 0.015 eV, matches the change in $E_r/N$, from 0.022 to 0.006 eV. The barrier changes by half its value: the energy of the pass rises by 0.031 eV, twice the rise of the delocalized energy. The barrier is therefore not converged in the smaller cell. The $6\times6\times6$ value is not converged either: the barrier reaches 0.054 eV for $L=8$ and levels off near 0.06 eV in larger cells.

## When a density seed works

A symmetry-broken initial density acts through the ions only if it survives until they move. Varying the energy with respect to $\psi$ gives the carrier a potential $-gu_i-An_i$. At frozen, undistorted ions this is $-An_i$. With relaxed ions, $u_i=gn_i/K$ turns it into

$$-\left(\frac{g^2}{K}+A\right)n_i=-(2E_r+A)n_i .$$

The two problems have the same form. If a localized solution at frozen ions needs $A>A_c$, one with relaxed ions needs $A>A_c-2E_r$. For the $4\times4\times4$ cell, $A_c=1.27$ eV, and the second limit is $1.27-2.80=-1.53$ eV. There are three regimes:

- **$A>1.27$ eV.** A free density seed can survive. At $A=1.47$ eV it leads to $n=0.99$ on one site, while a uniform start stays delocalized.
- **$-1.53<A<1.27$ eV.** The electronic iteration erases the density seed before the ions respond. At $A=0.63$ eV it ends delocalized, whereas a 0.020 nm bond distortion gives $n=0.99$. At $A=0$, a density held on one site while the ions first relax stretches the bonds there by $g/K=0.020$ nm. This is exactly the successful bond distortion, so it leads to the same $-1.449$ eV polaron.
- **$A<-1.53$ eV.** There is no localized solution to find. Full bond seeds tested 0.1 eV on either side of this limit end at $n=0.016$ below it and $n=0.87$ above it.

Existence does not mean stability against the band state. Replacing $E_r$ by $E'=E_r+A/2$ in the strong-coupling energy, the large-cell polaron is lower when $E'+3t^2/E'>6t$. With $6t=0.90$ eV this requires $E'$ above about 0.82 eV, or $A$ above about $-1.2$ eV. Between there and the existence limit, which is $-1.53$ eV in the $4\times4\times4$ cell and $-1.62$ eV in large cells, a seed can reveal a polaron that is only metastable.

## Setting the model beside gallium oxide

The parameters are round values in the rough regime of an oxygen-hole polaron in gallium oxide, where electronic-structure calculations find self-trapping energies of roughly half an electronvolt. The model's 0.53 eV reflects that choice and is not a prediction for the material. The real crystal has several oxygen sites, shared bonds and long-range polar forces. With rough values of 10 and 3.5 for the static and high-frequency dielectric constants and 0.05 eV for the phonon energy $\hbar\omega$, the main omissions are:

- **Polar coupling.** The band mass is $\hbar^2/(2ta^2)=2.8$ electron masses, and the usual Fröhlich constant is $\alpha=5.1$. The leading-order shift $-\alpha\hbar\omega$ lowers the band state by 0.26 eV. This is a rough size, since $\alpha$ is not small; Feynman's variational estimate gives 0.28 eV. The polaron's own polar energy is taken as part of $E_r$.
- **Zero-point motion.** It costs the polaron 0.095 eV more than the band state in the $4\times4\times4$ cell, and 0.105 eV more in an $8\times8\times8$ cell. Nearly all of this comes from phonons softened by the carrier in the band state. These values assume that the carrier follows the ions instantly; allowing for the finite phonon energy lowers them by roughly a tenth. In much larger cells the adiabatic value approaches 0.12 eV and this reduction grows to nearly a fifth. That is a form of phonon dressing, so it overlaps with the polar shift when $E_r$ includes polar energy. Subtracting both in full reduces the trapping energy from 0.53 to about 0.18 eV, which is therefore towards the low end at zero temperature, though not a strict bound; subtracting the polar shift alone leaves 0.27 eV.
- **Anharmonic bonds.** A Morse bond with exponent 15 nm⁻¹ softens on stretching. At first order this deepens the polaron by 0.40 eV, but that number cannot be trusted. Such a bond pulls back with at most $K/(4\times15)=117$ eV/nm, less than the carrier's pull of 137 eV/nm, so in the full Morse potential it would break. With bonds this soft, the model needs a coupling that weakens as the bond stretches.
- **Anisotropy.** Hoppings of 0.25, 0.15 and 0.05 eV, with the same sum, leave the trapping energy at 0.54 eV but reduce the lowest curvature to $0.13K$.

The largest of these shifts are comparable with the trapping energy itself, so the model explains the search problem better than it fixes a binding energy. The barrier is also small: 0.032 eV in the $4\times4\times4$ cell and 0.048 eV in the $6\times6\times6$ cell, approaching 0.06 eV in large cells, against a phonon quantum of 0.05 eV and $k_BT=0.034$ eV at 400 K. It stops a zero-temperature relaxation, but it should not be read as a lasting obstacle to trapping in a device.

For dilute carriers in equilibrium, with spin degeneracy two on each trapping site, the ratio of free to trapped carriers is $(N_v/2n_s)e^{-E_t/k_BT}$. Here $N_v$ is the effective density of states of the band, $n_s=a^{-3}$ the density of sites and $E_t$ the trapping energy. At 400 K this is of order $10^{-9}$ for 0.53 eV and $10^{-5}$ for 0.18 eV. The softened phonons also give the band state more entropy, which at 400 K raises the second ratio to about $10^{-4}$. In each case the model leaves almost no free carriers, so missing the polaron would badly misjudge band conduction.

## What to do in a calculation

1. Choose a functional whose delocalization error is small for the orbital concerned. No starting geometry repairs a functional that has no localized solution.
2. Switch off symmetry for both the ions and the density, and allow spin polarization.
3. Distort the bonds around one site in the direction that lowers the carrier's energy there. For this model 0.01 to 0.02 nm is well above the 0.0044 nm threshold; another material needs its own trials. Equal distortions at two equivalent sites keep the operation that exchanges them, and can force the carrier to be shared.
4. Bias or hold the density on that site for at least the first ionic step, then remove every constraint and relax fully.
5. Repeat for inequivalent sites and for pairs of sites, since a bond-centred polaron may be lower.
6. Compare total energies with the delocalized state in the same cell, charge and functional, and correct for periodic images. For a localized charge in a cubic cell of edge 1.2 nm and dielectric constant 10, the leading image term is 0.17 eV. With a local, semilocal or $+U$ functional the delocalized charge has no such term, so the uncorrected polaron looks too stable by that amount. With a hybrid functional and the usual Madelung treatment of the exchange singularity, the charged delocalized cell is itself lowered by the exchange fraction times the unscreened image energy, 0.43 eV for a fraction of 0.25 in this cell, and the sign of the error reverses. In that case take the neutral total energy and the band-edge eigenvalue as the reference.

A small residual force in the symmetric run shows that a stationary point has been reached. Positive curvatures show that it is a local minimum. Neither excludes a lower polaron elsewhere, which is why several finite, local seeds are needed. The numerical output below lists the main values.

## Values computed for the example and the checks

```
Inputs: t = 0.15 eV, K = 7000 eV/nm^2, g = 140 eV/nm, a = 0.3 nm
Relaxation energy Er = 1.400 eV; full stretch g/K = 0.0200 nm
Stability limit 4*Er = 5.60 eV
Cell (2, 2, 2): N*gap = 4.800 eV, lowest curvature/K = -0.167
Cell (3, 3, 3): N*gap = 12.150 eV, lowest curvature/K = 0.539
Cell (4, 4, 4): N*gap = 19.200 eV, lowest curvature/K = 0.708
Cell (16,): N*gap = 0.365 eV, lowest curvature/K = -14.327
2x2x2 symmetric start: E = -1.0750 eV
2x2x2 rattled 0.001 nm: E = -1.5001 eV, max n = 0.960
4x4x4 symmetric start: E = -0.9219 eV, max n = 0.0156
4x4x4 symmetric bond stretch = 0.000313 nm
4x4x4 rattled 0.001 nm, 5 runs: highest max n = 0.0156
4x4x4 local distortion: E = -1.4493 eV, max n = 0.9813
Strong-coupling estimate of polaron energy = -1.4482 eV
Polaron bond stretch = 0.01963 nm
Lowest polaron curvature/K = 0.954
Trapping energy, 4x4x4 = 0.5275 eV
Pass: held stretch = 0.00450 nm, n there = 0.225
Barrier from delocalized side, 4x4x4 = 0.0323 eV
Negative curvatures at pass = 1
Smallest single-site seed = 0.00441 nm
Straight path,   0 percent: E - E_deloc = 0.0000 eV
Straight path,  20 percent: E - E_deloc = 0.0338 eV
Straight path,  40 percent: E - E_deloc = -0.1049 eV
Straight path,  60 percent: E - E_deloc = -0.3301 eV
Straight path,  80 percent: E - E_deloc = -0.4771 eV
Straight path, 100 percent: E - E_deloc = -0.5275 eV
Highest point of straight path = 0.0361 eV
6x6x6: trapping = 0.5427 eV, barrier = 0.0476 eV, pass at 0.00448 nm
Free density seed survives at frozen ions for A > 1.267 eV
Localized solution with relaxed ions for A > -1.533 eV
Max n at A = -1.633 / -1.433 eV, bond seed: 0.016 / 0.874
A = 0.633 eV: max n, density seed 0.016, bond seed 0.988
A = 1.467 eV: max n, density seed 0.992, uniform start 0.016
A = 0, density held for one ionic step: E = -1.4493 eV
Rough inputs: eps_static 10.0, eps_fast 3.5, phonon 0.05 eV, Morse 15.0 /nm, T 400 K
Band mass = 2.82 m_e; cubic Madelung constant = 2.8373
Periodic-image energy, 4x4x4 (edge 1.2 nm) = 0.170 eV
Polar coupling alpha = 5.15; band state lowered 0.257 eV
Zero-point energy, polaron minus band = 0.095 eV
Trapping energy left after these two = 0.175 eV
Bond anharmonicity, first order, deepens polaron by 0.397 eV
Hopping 0.25/0.15/0.05 eV: trapping = 0.542 eV, lowest curvature/K = 0.125
Barrier / phonon energy = 0.65; kT = 0.0345 eV
Free/trapped ratio: 5.6e-10 for full trapping energy, 1.5e-05 for reduced
```
